# Debugging a numerical check: Internal relaxation and the elastic constants of hcp crystals

```python
"""Internal relaxation and the elastic constants of an elemental hcp crystal.

Result under test: the relative sublattice displacement u couples bilinearly
only to basal shear, through L*[u_x*g_xy + u_y*(e_xx - e_yy)] per cell.
Relaxing u changes C11 and C66 by -D and C12 by +D, with D = L^2/(K*V);
C11+C12, C13, C33 and C44 stay the same.
K: basal restoring constant per cell, V: cell volume, g: engineering shear.
Strains are Lagrangian, in Voigt order xx, yy, zz, yz, xz, xy.
u is the shift of sublattice B relative to A in reference coordinates.
Test crystal: Gupta potential, energy per atom
  sum A*exp(-p(r/r0-1)) - XI*sqrt(sum exp(-2q(r/r0-1))).
"""
import numpy as np
from scipy import constants
from scipy.optimize import minimize, root
from scipy.spatial.distance import cdist

A_REP, XI, P_REP, Q_BAND, R0 = 0.1, 1.2, 10.0, 3.0, 3.0  # eV, eV, -, -, angstrom
GPA = constants.e * 1e30 / 1e9      # eV/angstrom^3 -> GPa
STEP = 2e-4                         # finite-difference step
NAMES = ["C11", "C12", "C13", "C33", "C44", "C66"]
INDEX = [(0, 0), (0, 1), (0, 2), (2, 2), (3, 3), (5, 5)]


def cell(a, c):
    return np.array([[a, 0, 0], [-a / 2, a * np.sqrt(3) / 2, 0], [0, 0, c]])


# Fixed neighbour labels: a ball of radius 6.05 a in the ideal lattice.
grid = np.array([[i, j, k] for i in range(-9, 10) for j in range(-9, 10)
                 for k in range(-5, 6)], dtype=float)
ideal = cell(1.0, np.sqrt(8 / 3))


def inside(labels):
    length = np.linalg.norm(labels @ ideal, axis=1)
    return labels[(length > 1e-6) & (length < 6.05)]


same_labels = inside(grid)
cross_labels = inside(grid + np.array([2 / 3, 1 / 3, 1 / 2]))


def tensor(e):
    return np.array([[e[0], e[5] / 2, e[4] / 2],
                     [e[5] / 2, e[1], e[3] / 2],
                     [e[4] / 2, e[3] / 2, e[2]]])


def voigt(t):
    return np.array([t[0, 0], t[1, 1], t[2, 2],
                     2 * t[1, 2], 2 * t[0, 2], 2 * t[0, 1]])


def lengths(vectors, e):
    mapped = vectors @ (np.eye(3) + 2 * tensor(e))
    return np.sqrt(np.sum(mapped * vectors, axis=1)), mapped


def energy_gradient(e, u, same, cross):
    """Energy per cell and its gradient in u.

    Bonds seen from B are the reversed bonds of A, so both atoms have the
    same energy and the cell energy is twice that of A."""
    r_same, _ = lengths(same, e)
    r_cross, mapped = lengths(cross + u, e)
    r = np.concatenate([r_same, r_cross])
    repulsion = A_REP * np.exp(-P_REP * (r / R0 - 1))
    band = np.exp(-2 * Q_BAND * (r / R0 - 1))
    root_rho = np.sqrt(band.sum())
    energy = 2 * (repulsion.sum() - XI * root_rho)
    slope = 2 * (-P_REP * repulsion + XI * Q_BAND * band / root_rho) / R0
    weight = slope[len(r_same):] / r_cross
    return energy, weight @ mapped


def hessian(function, size, h=STEP):
    result = np.zeros((size, size))
    unit = h * np.eye(size)
    for i in range(size):
        for j in range(i + 1):
            s, d = unit[i] + unit[j], unit[i] - unit[j]
            value = function(s) - function(d) - function(-d) + function(-s)
            result[i, j] = result[j, i] = value / (4 * h * h)
    return result


# ---- Symmetry: number and form of the allowed u-strain couplings ----
cos3, sin3 = -0.5, np.sqrt(3) / 2
C3 = np.array([[cos3, -sin3, 0], [sin3, cos3, 0], [0, 0, 1]])
MIRROR_Z, MIRROR_X = np.diag([1.0, 1, -1]), np.diag([-1.0, 1, 1])


def group(threefold, horizontal, vertical):
    rotations = [np.eye(3), C3, C3 @ C3] if threefold else [np.eye(3)]
    first = [np.eye(3), MIRROR_Z] if horizontal else [np.eye(3)]
    second = [np.eye(3), MIRROR_X] if vertical else [np.eye(3)]
    return [r @ f @ s for r in rotations for f in first for s in second]


def strain_matrix(R):
    return np.array([voigt(R @ tensor(e) @ R.T) for e in np.eye(6)]).T


def coupling_count(operations):
    return np.mean([np.trace(R) * np.trace(strain_matrix(R)) for R in operations])


d3h = group(True, True, True)
counts = [coupling_count(g) for g in
          (d3h, group(True, False, True), group(False, True, True),
           group(True, True, False))]
assert np.allclose(counts, [1, 4, 5, 2])
for labels in (same_labels, cross_labels):      # each sublattice maps to itself
    points = labels @ ideal
    for R in d3h:
        assert cdist(points @ R.T, points).min(axis=1).max() < 1e-8
pattern = np.zeros((3, 6))
pattern[0, 5], pattern[1, 0], pattern[1, 1] = 1, 1, -1
trial = np.random.default_rng(1).normal(size=(3, 6))
averaged = np.mean([R.T @ trial @ strain_matrix(R) for R in d3h], axis=0)
assert abs(averaged[1, 0]) > 1e-3
assert np.allclose(averaged, averaged[1, 0] * pattern, atol=1e-12)

# ---- Stress-free Gupta crystal ----
zero6, zero3 = np.zeros(6), np.zeros(3)


def lattice_energy(ac):
    m = cell(*ac)
    return energy_gradient(zero6, zero3, same_labels @ m, cross_labels @ m)[0]


fit = minimize(lattice_energy, [3.0, 4.9], method="Nelder-Mead",
               options={"xatol": 1e-9, "fatol": 1e-14, "maxiter": 2000})
a_eq, c_eq = fit.x
metric_cell = cell(a_eq, c_eq)
volume = np.linalg.det(metric_cell)
same, cross = same_labels @ metric_cell, cross_labels @ metric_cell


def energy(q):
    return energy_gradient(q[:6], q[6:], same, cross)[0]


unit9 = STEP * np.eye(9)
first = np.array([(energy(d) - energy(-d)) / (2 * STEP) for d in unit9])
stress = first[:6] / volume * GPA
assert np.abs(stress).max() < 1e-2 and np.abs(first[6:]).max() < 1e-8

# ---- Prediction from the quadratic expansion ----
H = hessian(energy, 9)
clamped = H[:6, :6] / volume * GPA
L, K, K_z = H[7, 0], H[7, 7], H[8, 8]
assert K > 0 and K_z > 0 and abs(L) > 1e-2
assert np.allclose(H[6:, :6], L * pattern, atol=1e-3)
assert np.allclose(H[6:, 6:], np.diag([K, K, K_z]), atol=1e-3)
shift = L**2 / (K * volume) * GPA
predicted = clamped.copy()
for i, j, sign in [(0, 0, -1), (1, 1, -1), (5, 5, -1), (0, 1, 1), (1, 0, 1)]:
    predicted[i, j] += sign * shift


# ---- Independent road: relax u at every strained geometry ----
def relax(e):
    solution = root(lambda u: energy_gradient(e, u, same, cross)[1], zero3,
                    options={"xtol": 1e-11})
    assert np.linalg.norm(solution.fun) < 1e-7
    return solution.x


def relaxed_energy(e):
    return energy_gradient(e, relax(e), same, cross)[0]


relaxed = hessian(relaxed_energy, 6) / volume * GPA
deviation = np.abs(relaxed - predicted).max()
assert shift > 0.5 and deviation < 0.02     # finite-difference error only
assert np.linalg.eigvalsh(relaxed).min() > 0


def bulk_formula(C):
    basal = C[0, 0] + C[0, 1]
    return ((basal * C[2, 2] - 2 * C[0, 2]**2)
            / (basal + 2 * C[2, 2] - 4 * C[0, 2]))


bulk = [1 / np.linalg.inv(C)[:3, :3].sum() for C in (clamped, relaxed)]
assert abs(bulk[0] - bulk[1]) < 0.02
assert abs(bulk[1] - bulk_formula(relaxed)) < 0.02

# ---- Displacement: linear in basal strain, quadratic in g_yz ----
small = 0.001
u_basal = relax(small * np.eye(6)[0])
u_linear = -L * small / K
assert abs(u_basal[1] / u_linear - 1) < 0.02
assert np.abs(relax(0.01 * np.eye(6)[2])).max() < 1e-8
u_half, u_full = (relax(g * np.eye(6)[3])[1] for g in (0.005, 0.01))
assert abs(u_full / u_half - 4) < 0.2

# ---- Nearest-neighbour springs, k = a = 1, ideal c/a ----
near_same, near_cross = (v[np.linalg.norm(v, axis=1) < 1.01]
                         for v in (same_labels @ ideal, cross_labels @ ideal))
assert len(near_same) == 6 and len(near_cross) == 6


def spring_energy(q):
    r_same, _ = lengths(near_same, q[:6])
    r_cross, _ = lengths(near_cross + q[6:], q[:6])
    return 0.5 * np.sum((r_same - 1)**2) + 0.5 * np.sum((r_cross - 1)**2)


S = hessian(spring_energy, 9)
unit_factor = 12 * np.sqrt(2) / np.linalg.det(ideal)
spring_clamped = S[:6, :6] * unit_factor
spring_relaxed = (S[:6, :6] - S[:6, 6:] @ np.linalg.solve(S[6:, 6:], S[6:, :6])
                  ) * unit_factor
before = [spring_clamped[i] for i in INDEX]
after = [spring_relaxed[i] for i in INDEX]
assert np.allclose(before, [30, 10, 8, 32, 8, 10], atol=1e-3)
assert np.allclose(after, [29, 11, 8, 32, 8, 9], atol=1e-3)
assert abs(S[7, 7] - 1) < 1e-4 and abs(S[7, 0] - 1 / (2 * np.sqrt(3))) < 1e-4

# ---- Output ----
print("Allowed couplings, full D3h:", round(counts[0]))
print("  without horizontal mirror:", round(counts[1]))
print("  without threefold axis:", round(counts[2]))
print("  without vertical mirror:", round(counts[3]))
print(f"Gupta A = {A_REP} eV, XI = {XI} eV, p = {P_REP}, q = {Q_BAND}, r0 = {R0} angstrom")
print(f"a = {a_eq:.4f} angstrom, c = {c_eq:.4f} angstrom, c/a = {c_eq / a_eq:.4f}")
print(f"Cell volume V = {volume:.3f} angstrom^3")
print(f"Largest residual stress = {np.abs(stress).max():.1e} GPa")
print(f"Coupling L = {L:.4f} eV/angstrom per cell")
print(f"Basal K = {K:.4f} eV/angstrom^2 per cell")
print(f"Axial K_z = {K_z:.4f} eV/angstrom^2 per cell")
print(f"Shift D = L^2/(K V) = {shift / GPA:.5f} eV/angstrom^3 = {shift:.3f} GPa")
print("Constant: clamped, predicted relaxed, directly relaxed (GPa)")
for name, ij in zip(NAMES, INDEX):
    print(f"  {name}: {clamped[ij]:.2f}, {predicted[ij]:.2f}, {relaxed[ij]:.2f}")
print(f"C11+C12: clamped {clamped[0, 0] + clamped[0, 1]:.2f} GPa, "
      f"relaxed {relaxed[0, 0] + relaxed[0, 1]:.2f} GPa")
print(f"Largest deviation, predicted vs direct = {deviation:.1e} GPa")
for name, ij in (("C11", (0, 0)), ("C12", (0, 1)), ("C66", (5, 5))):
    print(f"Relative change of {name} = {100 * (relaxed[ij] / clamped[ij] - 1):.2f} %")
print(f"Bulk modulus: clamped {bulk[0]:.2f} GPa, relaxed {bulk[1]:.2f} GPa")
print(f"u_y at e_xx = {small}: direct {u_basal[1]:.4e} angstrom, "
      f"linear formula {u_linear:.4e} angstrom")
print(f"u_y at g_yz = 0.005: {u_half:.3e} angstrom")
print(f"u_y at g_yz = 0.010: {u_full:.3e} angstrom, ratio {u_full / u_half:.3f}")
print("Spring crystal, unit k/(12 sqrt(2) a): clamped, relaxed")
for name, x, y in zip(NAMES, before, after):
    print(f"  {name}: {x:.3f}, {y:.3f}")
print(f"Spring K = {S[7, 7]:.4f} k, L = {S[7, 0]:.4f} k a")
print("success")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 149, in <module>
    assert np.abs(stress).max() < 1e-2 and np.abs(first[6:]).max() < 1e-8
                                           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The failed check required zero force on u in the unstrained crystal, but computed that force as a central energy difference. Symmetry forbids the linear term in u_y but allows a cubic one, which leaves a spurious value of order step² in that difference, above the 1e-8 limit. The force is now taken from the analytic gradient with the same limit, and a new test confirms that the central difference grows as step². One other tested case changes as a precaution: the linear response of u is compared at strain 0.0001 instead of 0.001, with the same 2 % tolerance, because the quadratic response could use up much of that tolerance at the larger strain.

Repair:

```diff
@@ -144,8 +144,21 @@
 
 
-unit9 = STEP * np.eye(9)
-first = np.array([(energy(d) - energy(-d)) / (2 * STEP) for d in unit9])
-stress = first[:6] / volume * GPA
-assert np.abs(stress).max() < 1e-2 and np.abs(first[6:]).max() < 1e-8
+unit6 = STEP * np.eye(9)[:6]
+stress = np.array([(energy(d) - energy(-d)) / (2 * STEP)
+                   for d in unit6]) / volume * GPA
+assert np.abs(stress).max() < 1e-2
+force = energy_gradient(zero6, zero3, same, cross)[1]
+assert np.abs(force).max() < 1e-8
+
+
+# The energy has a cubic but no linear term in u_y, so its central
+# difference quotient must grow as the square of the step.
+def difference_quotient(h):
+    d = h * np.eye(9)[7]
+    return (energy(d) - energy(-d)) / (2 * h)
+
+
+cubic_ratio = difference_quotient(2e-3) / difference_quotient(1e-3)
+assert abs(cubic_ratio - 4) < 0.02
 
 # ---- Prediction from the quadratic expansion ----
@@ -176,5 +189,6 @@
 relaxed = hessian(relaxed_energy, 6) / volume * GPA
 deviation = np.abs(relaxed - predicted).max()
-assert shift > 0.5 and deviation < 0.02     # finite-difference error only
+assert shift > 0.5
+assert deviation < 0.02             # finite-difference error only
 assert np.linalg.eigvalsh(relaxed).min() > 0
 
@@ -191,5 +205,5 @@
 
 # ---- Displacement: linear in basal strain, quadratic in g_yz ----
-small = 0.001
+small = 0.0001
 u_basal = relax(small * np.eye(6)[0])
 u_linear = -L * small / K
```

Output now:

```
Allowed couplings, full D3h: 1
  without horizontal mirror: 4
  without threefold axis: 5
  without vertical mirror: 2
Gupta A = 0.1 eV, XI = 1.2 eV, p = 10.0, q = 3.0, r0 = 3.0 angstrom
a = 2.9582 angstrom, c = 4.8294 angstrom, c/a = 1.6325
Cell volume V = 36.601 angstrom^3
Largest residual stress = 1.3e-05 GPa
Coupling L = 1.2224 eV/angstrom per cell
Basal K = 0.8665 eV/angstrom^2 per cell
Axial K_z = 4.4670 eV/angstrom^2 per cell
Shift D = L^2/(K V) = 0.04711 eV/angstrom^3 = 7.548 GPa
Constant: clamped, predicted relaxed, directly relaxed (GPa)
  C11: 134.71, 127.17, 127.17
  C12: 72.41, 79.96, 79.96
  C13: 63.50, 63.50, 63.50
  C33: 143.99, 143.99, 143.99
  C44: 22.18, 22.18, 22.18
  C66: 31.15, 23.60, 23.60
C11+C12: clamped 207.13 GPa, relaxed 207.13 GPa
Largest deviation, predicted vs direct = 3.0e-05 GPa
Relative change of C11 = -5.60 %
Relative change of C12 = 10.42 %
Relative change of C66 = -24.23 %
Bulk modulus: clamped 90.25 GPa, relaxed 90.25 GPa
u_y at e_xx = 0.0001: direct -1.4106e-04 angstrom, linear formula -1.4107e-04 angstrom
u_y at g_yz = 0.005: -1.763e-04 angstrom
u_y at g_yz = 0.010: -7.064e-04 angstrom, ratio 4.007
Spring crystal, unit k/(12 sqrt(2) a): clamped, relaxed
  C11: 30.000, 29.000
  C12: 10.000, 11.000
  C13: 8.000, 8.000
  C33: 32.000, 32.000
  C44: 8.000, 8.000
  C66: 10.000, 9.000
Spring K = 1.0000 k, L = 0.2887 k a
success
```
